# The Evans shift in a parallel cylinder and the effective moment: test program

```python
"""Evans method for a long cylindrical tube parallel to the field B0.

Result under test: a dissolved reference molecule is shifted by
    delta = (chi_solution - chi_solvent) / 3        (SI volume susceptibility)
and the effective moment of the solute, in Bohr magnetons, is
    mu_eff = sqrt(3 k T chi_P / (mu0 N_A muB^2)),
    chi_P  = 3 delta / c - chi_D + V chi_solvent.
c: concentration (mol/m^3); chi_P, chi_D: paramagnetic and diamagnetic molar
susceptibility of the solute (m^3/mol); V: its partial molar volume (m^3/mol).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

k_B, N_A, mu0 = const.k, const.N_A, const.mu_0
mu_B = const.physical_constants["Bohr magneton"][0]
gamma_p = const.physical_constants["proton gyromag. ratio"][0]


def end_factor(radius, half_length):
    """Demagnetizing factor at the centre of a finite cylinder, axial field."""
    return 1 - half_length / np.hypot(half_length, radius)


# ---- Direct sums of dipole fields on a cubic lattice of unit spacing ----
R_OUT, R_IN, N_Z = 20, 8, 200
HALF = N_Z + 0.5
side = np.arange(-R_OUT, R_OUT + 1)
X, Y, Z = np.meshgrid(side, side, np.arange(-N_Z, N_Z + 1), indexing="ij")
RHO2 = X**2 + Y**2


def dipole_sum(mask, x_target, axis):
    """Local field / (mu0 M) at (x_target, 0, 0) from dipoles along axis."""
    dx, y, z = X[mask] - x_target, Y[mask], Z[mask]
    r2 = (dx**2 + y**2 + z**2).astype(float)
    r2[r2 == 0] = np.inf                      # no field of a site on itself
    along = z if axis == "z" else dx
    return np.sum((3 * along**2 / r2 - 1) / r2**1.5) / (4 * np.pi)


full = RHO2 <= R_OUT**2
inner = RHO2 <= R_IN**2
annulus = full & ~inner
n_end = end_factor(R_OUT, HALF)
n_end_inner = end_factor(R_IN, HALF)

factor_par = dipole_sum(full, 10, "z")
factor_perp = dipole_sum(full, 10, "x")
bore_field = dipole_sum(annulus, 3, "z")
outside_field = dipole_sum(inner, 14, "z")
# Tolerances cover the discrete ends and the off-axis position.
assert abs(factor_par - (1 / 3 - n_end)) < 3e-4
# The stepped side surface matters only for transverse magnetization.
assert abs(factor_perp - (1 / 3 - (1 - n_end) / 2)) < 1e-2
assert abs(bore_field + (n_end - n_end_inner)) < 1e-4
assert abs(outside_field + n_end_inner) < 1e-4


# ---- Continuous liquid around an excluded sphere, tube radius 1 ----
def liquid_factor(excluded, half_length=50.0):
    def over_z(rho):
        z0 = np.sqrt(max(excluded**2 - rho**2, 0.0))
        edges = [z0, 1.0, 10.0, half_length]
        return rho * sum(
            quad(lambda z: (2 * z*z - rho*rho) / (z*z + rho*rho)**2.5,
                 a, b, epsabs=1e-10)[0] for a, b in zip(edges, edges[1:]))
    return (quad(over_z, 0, excluded, epsabs=1e-8)[0]
            + quad(over_z, excluded, 1, epsabs=1e-8)[0])


liquid_small, liquid_large = liquid_factor(0.1), liquid_factor(0.5)
for value in (liquid_small, liquid_large):
    assert abs(value - (1 / 3 - end_factor(1.0, 50.0))) < 1e-5


# ---- Curie law against explicit Boltzmann sums over Zeeman levels ----
def chi_boltzmann(spin, field, temp, g=2.0):
    m = np.arange(-spin, spin + 1)
    weight = np.exp(-g * mu_B * m * field / (k_B * temp))
    moment = np.sum(-g * mu_B * m * weight) / np.sum(weight)
    return mu0 * N_A * moment / field


def chi_curie(mu_eff, temp):
    return mu0 * N_A * mu_B**2 * mu_eff**2 / (3 * k_B * temp)


def moment_from_chi(chi_p, temp):
    return np.sqrt(3 * k_B * temp * chi_p / (mu0 * N_A * mu_B**2))


# ---- Model parameters of the worked example ----
T = 298.0                 # K
c = 10.0                  # mol/m^3, equal to 10 mM
nu0 = 400e6               # Hz
splitting = 244.0         # Hz, chosen reading
chi_solvent = -9.0e-6     # volume susceptibility
chi_D = -2.5e-9           # m^3/mol
V = 2.0e-4                # m^3/mol
B0 = 2 * np.pi * nu0 / gamma_p

for spin in (1.5, 2.0, 2.5):
    spin_only = 2 * np.sqrt(spin * (spin + 1))
    assert abs(chi_boltzmann(spin, 0.01, T) / chi_curie(spin_only, T) - 1) < 1e-6
mu_d5 = 2 * np.sqrt(2.5 * 3.5)
saturation = 1 - chi_boltzmann(2.5, B0, T) / chi_curie(mu_d5, T)
assert 0 < saturation < 2e-3


def evans_chi(delta, conc):
    return 3 * delta / conc - chi_D + V * chi_solvent


# ---- Forward simulation from spin levels to two lines, then inversion ----
chi_solution = ((1 - c * V) * chi_solvent
                + c * (chi_boltzmann(2.5, B0, T) + chi_D))
lattice_factor = factor_par + n_end           # end effect removed
nu_solution = nu0 * (1 + lattice_factor * chi_solution)
nu_solvent = nu0 * (1 + lattice_factor * chi_solvent)
delta_sim = nu_solution / nu_solvent - 1
mu_recovered = moment_from_chi(evans_chi(delta_sim, c), T)
# Allowed error: saturation and the small lattice error of the factor.
assert abs(mu_recovered / mu_d5 - 1) < 2e-3
exact_ratio = (1 + chi_solution / 3) / (1 + chi_solvent / 3) - 1
linear_shift = (chi_solution - chi_solvent) / 3
linear_error = abs(exact_ratio / linear_shift - 1)
assert linear_error < 1e-5

# ---- Extraction from the chosen reading ----
delta = splitting / nu0
delta_chi = 3 * delta
chi_uncorrected = delta_chi / c
chi_P = evans_chi(delta, c)
mu_uncorrected = moment_from_chi(chi_uncorrected, T)
mu_eff = moment_from_chi(chi_P, T)
n_unpaired = -1 + np.sqrt(1 + mu_eff**2)
assert round(n_unpaired) == 5
mu_c_high = moment_from_chi(evans_chi(delta, 1.02 * c), T)
mu_c_low = moment_from_chi(evans_chi(delta, 0.98 * c), T)
assert abs((mu_c_low - mu_c_high) / mu_eff - 0.02) < 1e-3

print(f"Lattice sum, parallel tube, B_loc shift/(mu0 M): {factor_par:.5f}")
print(f"  finite-length prediction 1/3 - N_end: {1/3 - n_end:.5f}")
print(f"  N_end of this finite cylinder: {n_end:.5f}")
print(f"Lattice sum, transverse tube: {factor_perp:.4f}")
print(f"  finite-length prediction: {1/3 - (1 - n_end)/2:.4f}")
print(f"Field in bore from outer annulus/(mu0 M): {bore_field:.5f}")
print(f"Field in annulus from inner tube/(mu0 M): {outside_field:.5f}")
print(f"Liquid factor, excluded radius 0.1 R: {liquid_small:.5f}")
print(f"Liquid factor, excluded radius 0.5 R: {liquid_large:.5f}")
print(f"Temperature: {T:.0f} K")
print(f"Concentration: {c:.0f} mol/m^3 = {c:.0f} mM")
print(f"Proton frequency: {nu0/1e6:.0f} MHz")
print(f"Field B0: {B0:.3f} T")
print(f"Chosen line splitting: {splitting:.0f} Hz")
print(f"Solvent volume susceptibility: {chi_solvent:.2e}")
print(f"Solute diamagnetism chi_D: {chi_D:.2e} m^3/mol")
print(f"Solute molar volume V: {V:.2e} m^3/mol")
print(f"Displaced-solvent term V*chi_solvent: {V*chi_solvent:.2e} m^3/mol")
print(f"Shift delta: {delta*1e6:.3f} ppm")
print(f"Susceptibility difference 3*delta: {delta_chi:.3e}")
print(f"Molar susceptibility, uncorrected: {chi_uncorrected:.4e} m^3/mol")
print(f"Molar susceptibility chi_P, corrected: {chi_P:.4e} m^3/mol")
print(f"  chi_P in cgs: {chi_P/(4e-6*np.pi):.5f} cm^3/mol")
print(f"mu_eff, uncorrected: {mu_uncorrected:.3f} mu_B")
print(f"mu_eff, corrected: {mu_eff:.3f} mu_B")
print(f"  corrected mu_eff in SI: {mu_eff*mu_B:.3e} J/T")
print(f"Spin-only moment for S = 5/2, sqrt(35): {mu_d5:.3f} mu_B")
print(f"Unpaired electrons from mu_eff: {n_unpaired:.2f}")
for n in (3, 4, 5):
    mu_n = np.sqrt(n * (n + 2))
    shift_n = c * (chi_curie(mu_n, T) + chi_D - V * chi_solvent) / 3
    print(f"n = {n}: spin-only {mu_n:.3f} mu_B, splitting {shift_n*nu0:.1f} Hz")
print(f"mu_eff if c is 2% higher: {mu_c_high:.3f} mu_B")
print(f"mu_eff if c is 2% lower: {mu_c_low:.3f} mu_B")
print(f"Transverse tube, same solution: {-delta_chi/6*nu0:.0f} Hz")
print(f"Saturation loss of chi_P at B0: {100*saturation:.3f} %")
print(f"Relative error of linearized shift: {linear_error:.1e}")
print(f"Simulated experiment, recovered mu_eff: {mu_recovered:.3f} mu_B")
print("checks complete")
```

Output:

```
Lattice sum, parallel tube, B_loc shift/(mu0 M): 0.32841
  finite-length prediction 1/3 - N_end: 0.32840
  N_end of this finite cylinder: 0.00494
Lattice sum, transverse tube: -0.1677
  finite-length prediction: -0.1642
Field in bore from outer annulus/(mu0 M): -0.00416
Field in annulus from inner tube/(mu0 M): -0.00077
Liquid factor, excluded radius 0.1 R: 0.33313
Liquid factor, excluded radius 0.5 R: 0.33313
Temperature: 298 K
Concentration: 10 mol/m^3 = 10 mM
Proton frequency: 400 MHz
Field B0: 9.395 T
Chosen line splitting: 244 Hz
Solvent volume susceptibility: -9.00e-06
Solute diamagnetism chi_D: -2.50e-09 m^3/mol
Solute molar volume V: 2.00e-04 m^3/mol
Displaced-solvent term V*chi_solvent: -1.80e-09 m^3/mol
Shift delta: 0.610 ppm
Susceptibility difference 3*delta: 1.830e-06
Molar susceptibility, uncorrected: 1.8300e-07 m^3/mol
Molar susceptibility chi_P, corrected: 1.8370e-07 m^3/mol
  chi_P in cgs: 0.01462 cm^3/mol
mu_eff, uncorrected: 5.891 mu_B
mu_eff, corrected: 5.902 mu_B
  corrected mu_eff in SI: 5.474e-23 J/T
Spin-only moment for S = 5/2, sqrt(35): 5.916 mu_B
Unpaired electrons from mu_eff: 4.99
n = 3: spin-only 3.873 mu_B, splitting 104.5 Hz
n = 4: spin-only 4.899 mu_B, splitting 167.8 Hz
n = 5: spin-only 5.916 mu_B, splitting 245.1 Hz
mu_eff if c is 2% higher: 5.844 mu_B
mu_eff if c is 2% lower: 5.962 mu_B
Transverse tube, same solution: -122 Hz
Saturation loss of chi_P at B0: 0.110 %
Relative error of linearized shift: 3.0e-06
Simulated experiment, recovered mu_eff: 5.913 mu_B
checks complete
```
